The T0 line and the liquidus in rapid solidification

**Setting.** A laser pulse melts the surface of a solvent A that contains a solute B at mole fraction x. The melt refreezes so quickly that the solute may have no time to redistribute between liquid and solid. The T0 temperature of composition x is the temperature at which solid and liquid, both of that composition, have equal molar Gibbs energy.

The pressure is fixed and the interface is flat. In each phase φ (S for solid, L for liquid) the solution is dilute and ideal:

μ_A^φ = g_A^φ(T) + RT ln(1 − x_φ)

μ_B^φ = g_B^φ(T) + RT ln x_φ

The standard energy g_B^φ may include the interaction of an isolated solute atom with its host. Pure A melts at T_m with molar latent heat L > 0. Differences are taken as liquid minus solid: Δg = g^L − g^S. The partition coefficient k is the equilibrium ratio x_S/x_L in the limit x → 0, T → T_m. It is positive, finite and different from 1.

**(a) Express Δg_A near T_m through L, and Δg_B(T_m) through k.**

*Answer.* At T_m pure solid and pure liquid A coexist, so Δg_A(T_m) = 0. The temperature derivative of a molar Gibbs energy is minus the molar entropy, and the entropy of melting is L/T_m. Expansion about T_m gives

Δg_A = L(1 − T/T_m) + O((T − T_m)²).

This is positive below T_m, where the pure solid is stable.

For the solute, equilibrium requires μ_B^S = μ_B^L:

g_B^S + RT ln x_S = g_B^L + RT ln x_L.

Collecting the standard energies on one side,

Δg_B = RT ln(x_S/x_L),

and in the dilute limit at T_m

Δg_B(T_m) = RT_m ln k.

For k < 1 this is negative: the solute's standard energy is lower in the liquid.

**(b) Find the initial slopes of the equilibrium liquidus and solidus.**

*Answer.* Equality of the solvent potentials gives

g_A^S + RT ln(1 − x_S) = g_A^L + RT ln(1 − x_L),

so that

Δg_A = RT [ln(1 − x_S) − ln(1 − x_L)].

Since ln(1 − x) = −x + O(x²), the bracket is x_L − x_S to first order. With x_S = k x_L and the result of part (a),

L(T_m − T)/T_m = RT_m(1 − k)x_L.

On the right T has been replaced by T_m. Because T − T_m is itself of order x, this changes the equation only at order x². Define the positive temperature scale

C = RT_m²/L.

The liquidus is then T_L = T_m − C(1 − k)x_L, with slope

m_L = −C(1 − k) = C(k − 1).

The solid on the same tie line has x_S = k x_L. As a function of its own composition, the solidus therefore has slope

m_S = m_L/k = C(1 − 1/k).

A solute with k < 1 lowers both lines; one with k > 1 raises both.

**(c) Find the initial slope m_0 of the T0 line, and express m_0/m_L through k alone. Discuss k → 1 and k → 0.**

*Answer.* The molar Gibbs energy is G = (1 − x)μ_A + xμ_B. At equal composition the terms RT[(1 − x)ln(1 − x) + x ln x] are the same in both phases and cancel, leaving

G_L − G_S = (1 − x)Δg_A + xΔg_B.

On the T0 line this difference vanishes. Near T_m, Δg_A is of order x, so the product xΔg_A is of order x² and is dropped. In the second term Δg_B(T) may be replaced by Δg_B(T_m), because their difference is proportional to T − T_m and is multiplied by x. To first order,

L(1 − T0/T_m) + xRT_m ln k = 0.

Solving for the temperature,

T0 = T_m + (RT_m²/L)x ln k,

so m_0 = C ln k. Division by m_L = C(k − 1) gives

m_0/m_L = ln k/(k − 1).

The latent heat and melting point have cancelled. The result relates initial slopes; it is not an identity at finite x.

For k = 1 + ε, ln k = ε − ε²/2 + …, and the ratio is 1 − ε/2 + …. It tends to 1, while both slopes vanish. At k = 1 itself the ratio of slopes is 0/0, and only this limit has meaning.

For k → 0 the liquidus slope tends to the finite value −C, but m_0 = C ln k diverges logarithmically. Forcing an almost insoluble solute into the solid costs an ever larger free energy. At fixed x, T0 then moves far from T_m, while the expansion of the standard energies about T_m is assured only for |T0 − T_m| ≪ T_m, or x|ln k|RT_m/L ≪ 1. If the entropies of melting S_A = −dΔg_A/dT and S_B = −dΔg_B/dT do not depend on temperature, the energies are linear in T and the equal-energy condition gives exactly T0 − T_m = xΔg_B(T_m)/[S_A + x(S_B − S_A)]. The linear law then needs x|S_B − S_A| ≪ S_A. It holds further when a small k comes from a temperature-independent interaction energy, but not when it comes from a low solute melting point at fixed latent heat, because S_B then grows with |ln k|.

A numerical solution of the common-tangent and equal-energy conditions at a solute fraction of 10⁻⁶ tests the ratio on both sides of k = 1. It uses the solvent and solute data of part (f), except that the solute's melting point is changed. A melting point of 600 K gives k = 0.0084 and a ratio of 4.816; one of 2500 K gives k = 2.365 and 0.6305. Both ratios agree to the digits shown with ln k/(k − 1), evaluated with the unrounded k.

**(d) Show where T0 lies relative to the solidus and liquidus at the same x. What does it mean for freezing?**

*Answer.* Consider f(k) = k − 1 − ln k. Its derivative 1 − 1/k is negative for k < 1 and positive for k > 1, so f has its minimum at k = 1, where f = 0. Hence ln k < k − 1 for k ≠ 1. Replacing k by 1/k gives −ln k < 1/k − 1, or ln k > 1 − 1/k. Together,

1 − 1/k < ln k < k − 1.

Multiplication by the positive quantity Cx shows that, to leading order, T0 lies above the solidus and below the liquidus for either sign of k − 1.

The gap has a direct thermodynamic meaning. At the liquidus temperature of composition x, Δg_A = RT_m(1 − k)x. A solid of unchanged composition therefore has the excess energy

G_S − G_L = −RT_m(1 − k)x − xRT_m ln k = RT_m x(k − 1 − ln k) > 0.

Just below the liquidus, a solid of a different composition can form with a gain in free energy, but partitionless freezing would cost free energy. The cost falls to zero at T0. Near that line, to leading order,

G_L − G_S = (L/T_m)(T0 − T),

so partitionless freezing is favourable below T0. T0 is an upper thermodynamic bound for this process. A moving interface needs a driving force and must be colder.

**(e) Suppose that a moving interface forms solid with x_S = k_v x_L. Neglect dissipation by solute diffusing through the interface (solute drag). Find the slope of the temperature of zero driving force against x_L. Then find k_v if the interface moves at speed v and solute exchange has a diffusive speed v_D.**

*Answer.* Transfer one mole of composition x_S from a large amount of liquid to the solid. The free-energy change is zero when

(1 − x_S)(μ_A^S − μ_A^L) + x_S(μ_B^S − μ_B^L) = 0.

The two potential differences are, to the order needed,

μ_A^S − μ_A^L = −Δg_A + RT_m(x_L − x_S),

μ_B^S − μ_B^L = −RT_m ln k + RT_m ln(x_S/x_L) = RT_m ln(k_v/k).

The first is of order x, so its prefactor 1 − x_S may be set to 1. Inserting x_S = k_v x_L,

Δg_A = RT_m x_L[1 − k_v + k_v ln(k_v/k)].

With Δg_A = L(1 − T/T_m), the slope is

m_v = −C[1 − k_v + k_v ln(k_v/k)].

For k_v = k the logarithm vanishes and m_v = −C(1 − k) = m_L. For k_v = 1 the result is −C ln(1/k) = C ln k = m_0. The formula thus joins the equilibrium and partitionless limits.

For k_v, work in the frame of the interface. Liquid brings solute at a rate proportional to vx_L, and solid carries it away at vx_S. In a steady state the difference must return to the liquid by diffusive exchange, which vanishes at equilibrium:

v(x_L − x_S) = v_D(x_S − kx_L).

Collecting terms gives (v + v_D)x_S = (v + kv_D)x_L, and therefore

k_v = (k + v/v_D)/(1 + v/v_D).

This tends to k for v ≪ v_D and to 1 for v ≫ v_D.

**(f) A silicon layer contains 5 at.% implanted germanium and is melted by a laser pulse. Use the rough values T_m = 1685 K and L = 50 kJ/mol for silicon, and 1211 K and 37 kJ/mol for germanium. Treat both phases as ideal and neglect heat-capacity differences. Estimate k, the slopes and the two temperatures, and assess the model.**

*Answer.* At the melting point of silicon,

Δg_B = 37.0 kJ/mol × (1 − 1685/1211) = −14.48 kJ/mol.

With RT_m = 14.01 kJ/mol, ln k = −1.034 and k = 0.356. The scale is C = 472 K, so

m_L = −3.04 K per at.%,

m_0 = −4.88 K per at.%,

m_S = −8.55 K per at.%.

The slope ratio is 1.0337/0.6443 ≈ 1.60. At 5 at.% the liquidus is lowered by 15.2 K, to 1669.8 K, and T0 by 24.4 K, to 1660.6 K. In the 9 K between them solidification can start only with a change of composition.

Solving the same ideal model without linearization gives 1669.6 K and 1660.6 K. The tenths of a kelvin serve only to compare calculations within the model; the rough inputs do not justify them as predictions. The ratio of the depressions becomes 1.58, about 1% below the initial-slope value, mainly because the liquidus bends down by 0.2 K.

For a uniform 100 nm melted layer and a rough density of 5 × 10²² atoms/cm³, this content needs a dose of 2.5 × 10¹⁶ cm⁻². A real implanted profile is not uniform, so T0 varies with depth.

Of the omitted effects estimated here, the largest is the undercooling that drives the moving front. At roughly 3 m/s, with 15 K of undercooling per m/s, the interface lies 45 K below its zero-driving-force temperature. If freezing were partitionless, that would be 45 K below T0, near 1616 K. This exceeds the whole 24 K depression of T0. It does not move the T0 line, but it means that T0 must not be read as the interface temperature.

Trapping is also incomplete. For a rough v_D = 2 m/s, k_v = 0.74. With the liquid held at 5 at.%, the zero-driving-force temperature is 5.4 K above T0. If instead the solid has 5 at.%, the liquid is richer, at 5/0.742 = 6.7 at.%, and the temperature is 1.2 K below T0, which puts the moving interface near 1614 K. With this v_D, k_v = 0.9 would need about 11 m/s. Both shifts neglect solute drag; with full drag, where the transferred mole has the liquid composition, they become 1.0 K above and 7.1 K below T0.

Non-ideal mixing does move the line. A trial interaction energy of 3 kJ/mol in the solid lowers T0 by 4.8 K and changes k to 0.287. The slope law still applies with this new k, and the ratio rises to 1.248/0.713 = 1.75, about 9% above the ideal estimate. Only the difference between the liquid and solid interaction energies enters T0 and k, so the trial fixes a size, not a direction: a net excess of 3 kJ/mol in the liquid raises T0 by 4.8 K, gives k = 0.441 and lowers the ratio to 1.47. A heat-capacity difference (liquid minus solid, the same for both components) of +5 J/(mol K) lowers T0 by 0.7 K; the opposite sign raises it by as much. Coherent strain, for a misfit of 0.21% and a biaxial modulus of 180 GPa, lowers it by 0.3 K. All these inputs are rough, so the shifts indicate sizes, not corrections to be added.

Numbers as computed

```
Slope factor: T0 slope / liquidus slope, from Gibbs curves and law
  Ge in Si, ideal: k = 0.3557, 1.6044, 1.6044
  low-melting solute: k = 0.0084, 4.8164, 4.8164
  high-melting solute: k = 2.3654, 0.6305, 0.6305
  heat capacities differ: k = 0.3454, 1.6241, 1.6241
  regular solution: k = 0.2158, 1.9553, 1.9553
Inputs (rough typical values)
  Si melting temperature: 1685 K
  Si latent heat: 50.0 kJ/mol
  Ge melting temperature: 1211 K
  Ge latent heat: 37.0 kJ/mol
  Ge content: 5.0 at.%
  Si atom density: 5.0e+22 cm^-3
  melted layer: 100 nm
  Ge dose in layer: 2.50e+16 cm^-2
Dilute results for Ge in Si
  Ge liquid-solid Gibbs energy at Si melting: -14.482 kJ/mol
  R*Tm at Si melting: 14.010 kJ/mol
  ln k: -1.0337
  k: 0.3557
  R*Tm^2/L: 472.1 K
  liquidus slope: -3.042 K per at.%
  T0 slope: -4.881 K per at.%
  solidus slope: -8.553 K per at.%
  slope factor: 1.6044
Temperatures at the example composition
  liquidus, linear: 1669.79 K
  liquidus, full ideal model: 1669.61 K
  T0, linear: 1660.60 K
  T0, full ideal model: 1660.63 K
  x_solid/x_liquid on this tie line: 0.3644
  ratio of depressions, full model: 1.5830
Neglected effects: rough inputs
  heat-capacity difference: 5.0 J/mol/K
  solid interaction: 3.0 kJ/mol
  biaxial modulus: 180 GPa
  misfit at this Ge content: 0.21 %
  front speed: 3.0 m/s, diffusive speed: 2.0 m/s
  undercooling per speed: 15 K per m/s
Neglected effects: temperature shifts
  curvature of T0: +0.04 K
  heat-capacity difference: -0.66 K
  non-ideal mixing: -4.80 K
  coherent strain: -0.32 K
  incomplete trapping, same liquid: +5.38 K
  kinetic undercooling: -45.00 K
  k with heat-capacity difference: 0.3454
  k with non-ideal mixing: 0.2871
  k at the front speed: 0.7423
  trapping shift if the solid has the Ge content: -1.22 K
  largest effect: kinetic undercooling
```
